# Real and imaginary level shifts in CASPT2: a two-state intruder model

Take a reference state coupled by a matrix element of 0.01 Eh to one other state that lies 0.30 Eh higher. Diagonalization lowers the reference energy by 0.333 mEh. Second-order perturbation theory gives $-100$ mEh if the zeroth-order Hamiltonian places that state 0.001 Eh above the reference, and $+100$ mEh if it places it 0.001 Eh below. The Hamiltonian is the same in both cases. A real level shift of 0.20 Eh with its back-correction turns these numbers into $-0.99$ and $-1.01$ mEh, an imaginary shift of the same size into $-0.005$ and $+0.005$ mEh. The divergence at zero gap is gone, although the real shift has only moved it to a gap of $-0.20$ Eh, and neither pair is the exact answer.

## Setting and assumptions

Hartree atomic units are used, small energies are in mEh, and all states and matrix elements are real. The CASSCF reference $|0\rangle$ is normalized. In CASPT2 $H=H_0+W$, with $H_0|0\rangle=E_0|0\rangle$, and $H_0$ is defined with projectors so that it maps the first-order interacting space, the space of functions $|\mu\rangle\perp|0\rangle$ that $H$ couples to $|0\rangle$, into itself. The basis $|\mu\rangle$ is taken orthonormal. The first-order equation is $(H_0-E_0)|\Psi_1\rangle=-(W-E_1)|0\rangle$. Projection on $\langle\mu|$, with $\langle\mu|0\rangle=0$ and $\langle\mu|H_0|0\rangle=0$, gives for the coefficients $\mathbf t_0$ of $\Psi_1$

$$A\mathbf t_0=-\mathbf v,\qquad A_{\mu\nu}=\langle\mu|H_0-E_0|\nu\rangle,\qquad v_\mu=\langle\mu|H|0\rangle,$$

and $E_2=\langle0|W|\Psi_1\rangle=\mathbf v\cdot\mathbf t_0$. The matrix $A$ is symmetric. In its eigenbasis $|k\rangle$, with eigenvalues $\Delta_k$ and couplings $V_k=\langle k|H|0\rangle$, the equations separate and $E_2=-\sum_kV_k^2/\Delta_k$.

The model keeps $|0\rangle$ and one $|k\rangle$, with zeroth-order gap $\Delta$, coupling $V\ne0$ and true gap $\delta=H_{kk}-H_{00}>0$. It is exact for one term of $E_2$. Its higher orders and its exact root belong to the two-state problem alone, because different $|k\rangle$ are coupled by $W$. An intruder is a state with $\Delta$ near zero or negative. In a scan of the geometry $\Delta$, $\delta$ and $V$ all change; here $\delta$ and $V$ are held fixed while $\Delta$ varies. Energies are measured from $H_{00}$.

A shift $s$ replaces $\Delta$ by $\Delta+s$ in the amplitude equation, $(\Delta+s)t=-V$. The uncorrected energy is $\tilde E=Vt$. The corrected energy is $J(t)$, where $J(x)=2Vx+\Delta x^2$ is the Hylleraas functional with the unshifted $\Delta$. The residual is $J(t)-E_2$; it is measured against the unshifted second-order energy and not against the exact one.

## Theorem

Let $\varepsilon>0$ and $q=s/(\Delta+s)$.

(a) $E_2=-V^2/\Delta$ has a simple pole at $\Delta=0$, while the exact energy $E_{\rm ex}=\delta/2-\sqrt{\delta^2/4+V^2}$ does not depend on $\Delta$.

(b) For any shift with $\Delta\neq0$ and $\Delta+s\ne0$, $\tilde E=E_2(1-q)$ and $J(t)=\tilde E-st^2=E_2(1-q^2)$. The residual is $V^2q^2/\Delta$.

(c) For the real shift $s=\varepsilon$,
$$E_{\rm re}=-\frac{V^2}{\Delta+\varepsilon}-\frac{\varepsilon V^2}{(\Delta+\varepsilon)^2}.$$
The residual tends to $V^2\varepsilon^2/\Delta^3$ as $\varepsilon\to0$, and there is a double pole at $\Delta=-\varepsilon$.

(d) For the imaginary shift, $t=-V\,\mathrm{Re}\,(\Delta+i\varepsilon)^{-1}$, which is $s=\varepsilon^2/\Delta$,
$$E_{\rm im}=-\frac{V^2\Delta(\Delta^2+2\varepsilon^2)}{(\Delta^2+\varepsilon^2)^2}.$$
The residual tends to $V^2\varepsilon^4/\Delta^5$, and $|E_{\rm im}|\le cV^2/\varepsilon$ for all real $\Delta$, with $c=0.78720$ rounded to five decimals.

(e) At $\Delta=0$, $E_{\rm re}=-2V^2/\varepsilon$ and $E_{\rm im}=0$, neither of which contains $\delta$.

## Lemma 1: the unshifted series

With $\gamma=\delta-\Delta$, the series has $E_2=-V^2/\Delta$ and $E_3=\gamma t_0^2$ with $t_0=-V/\Delta$, and its radius of convergence is $r=|\Delta|/\sqrt{\gamma^2+4V^2}$.

Proof. The diagonal elements of $H_0+zW$ are $E_0+zE_1$ and $E_0+\Delta+z(H_{kk}-E_0-\Delta)$, with $E_0+E_1=H_{00}$. Subtracting $E_0+zE_1$ from both leaves $0$ and $\Delta+z(H_{kk}-H_{00}-\Delta)=\Delta+z\gamma$, so

$$H(z)=\begin{pmatrix}0&zV\\ zV&\Delta+z\gamma\end{pmatrix}.$$

For an eigenvector $(1,x)$ the two rows read $E=zVx$ and $(\Delta+z\gamma-E)x=-zV$. Put $x=zx_1+z^2x_2+\dots$. Since $E$ starts at order $z^2$, it does not enter the second row before order $z^3$. Order $z$ gives $\Delta x_1=-V$, so $x_1=t_0$ and $E_2=Vx_1=-V^2/\Delta$. Order $z^2$ gives $\Delta x_2+\gamma x_1=0$, so $E_3=Vx_2=-V\gamma t_0/\Delta=\gamma t_0^2$.

The secular equation is $E^2-bE-z^2V^2=0$ with $b=\Delta+z\gamma$, and its roots are $\tfrac12\big[b\pm\sqrt{b^2+4z^2V^2}\big]$. The radicand factorizes as
$$b^2+4z^2V^2=[\Delta+z(\gamma+2iV)]\,[\Delta+z(\gamma-2iV)].$$
It has simple zeros at $z^*=-\Delta/(\gamma\pm2iV)$, which are square-root branch points and the only finite singularities. A Taylor series converges out to the nearest singularity, so $r=|z^*|$. ∎

At $z=1$, $b=\delta$, and the root dominated by $|0\rangle$ is the lower one because $\delta>0$. This is $E_{\rm ex}$, and part (a) is proved. For $|V|\ll\delta$, expanding the root as $(\delta/2)(1+2V^2/\delta^2)$ gives $E_{\rm ex}\approx-V^2/\delta$: the true denominator is $\delta$, and second order replaces it by $\Delta$.

Remark 1. The condition $r>1$ is $\Delta^2>(\delta-\Delta)^2+4V^2$, or $2\delta\Delta>\delta^2+4V^2$, or $\Delta>\delta/2+2V^2/\delta$. The series therefore diverges as soon as $H_0$ places the state below about half its true gap, long before $E_2$ looks singular. The pole belongs to the truncated series: $r\to0$ as $\Delta\to0$.

Remark 2. The weight of the reference in the normalized first-order function is $w=1/(1+t_0^2)=\Delta^2/(\Delta^2+V^2)$. It is below $\tfrac12$ for $|\Delta|<|V|$. The term $|E_2|$ exceeds a tolerance $\eta$ for $|\Delta|<V^2/\eta$. For $\eta=1$ mEh this means $|\Delta|<0.1$ Eh at $V=0.01$ Eh, but only $|\Delta|<0.001$ Eh at $V=0.001$ Eh. A very weakly coupled intruder can therefore be missed on a coarse grid of a potential curve.

## Lemma 2: the Hylleraas functional

$J(x)=E_2+\Delta(x-t_0)^2$.

Proof. Since $\Delta t_0=-V$, $\Delta(x-t_0)^2=\Delta x^2+2Vx+\Delta t_0^2$, and $\Delta t_0^2=V^2/\Delta=-E_2$. Adding $E_2$ leaves $J(x)$. ∎

An error in the amplitude enters $J$ only quadratically, whereas it enters $Vx$ linearly. The stationary point is a minimum only for $\Delta>0$; for $\Delta<0$ it is a maximum, and $J$ is then no upper bound to $E_2$.

Proof of (b). The shifted amplitude is $t=-V/(\Delta+s)=t_0\Delta/(\Delta+s)=t_0(1-q)$, so $\tilde E=Vt=E_2(1-q)$ and $t-t_0=-qt_0$. Lemma 2 gives $J(t)=E_2+q^2\Delta t_0^2=E_2(1-q^2)$, with residual $-E_2q^2=V^2q^2/\Delta$. For the other form, multiply the shifted equation by $t$: $\Delta t^2=-Vt-st^2$, so $J(t)=2Vt-Vt-st^2=\tilde E-st^2$. ∎

The term $-st^2$ is the back-correction. The residual has the sign of $\Delta$.

## Lemma 3: the back-correction as a third-order term

Moving $s$ into $H_0$ and $-s$ into $W$ leaves $H$ unchanged. The part of the new third-order energy that is due to $s$ equals $-st^2$, and it is the second term of a geometric series with ratio $q$.

Proof. The repartition replaces $\Delta$ by $\Delta+s$ and $\gamma$ by $\gamma-s$. Lemma 1 then gives second order $Vt$ and third order $(\gamma-s)t^2$, whose shift part is $-st^2$. For the series, write the unshifted equation $\Delta\tau=-V$ as $(\Delta+s)\tau=-V+s\tau$ and iterate from $\tau_0=0$:
$$\tau_n=-\frac{V-s\tau_{n-1}}{\Delta+s}=t_0(1-q)+q\tau_{n-1}.$$
Subtracting $t_0$ gives $\tau_n-t_0=q(\tau_{n-1}-t_0)$, hence $\tau_n=t_0(1-q^n)$ and $V\tau_n=E_2(1-q^n)$. The case $n=1$ is $\tilde E$ and $n=2$ is $J(t)$. ∎

The back-correction reduces the error against $E_2$ when $|q|<1$ and enlarges it when $|q|>1$. For $|q|<1$ the iteration converges to $-V^2/\Delta$, the expression with the pole at $\Delta=0$; for $|q|\ge1$ it does not converge. Within this iteration, which sums the shift terms alone, the regularization therefore depends on stopping early. The full series of the repartitioned problem, which also contains $\gamma$, behaves differently: by Lemma 1 its radius is $|\Delta+s|/\sqrt{(\gamma-s)^2+4V^2}$, and for $V=0.01$, $\delta=0.30$, $s=0.20$ Eh at $\Delta=0$ this is $1.96$, so it converges to $E_{\rm ex}=-0.333$ mEh. There $\tilde E=-0.50$ mEh, the complete third order gives $-0.25$ mEh, and the back-correction alone gives $-1.00$ mEh. The back-correction aims at $E_2$, and near an intruder it can move the energy away from the exact value.

## Proof of (c): the real shift

With $s=\varepsilon$, $t=-V/(\Delta+\varepsilon)$, and $\tilde E-\varepsilon t^2$ is the stated expression. The residual is $V^2\varepsilon^2/[\Delta(\Delta+\varepsilon)^2]$, which tends to $V^2\varepsilon^2/\Delta^3$; the uncorrected error $-E_2q=V^2\varepsilon/[\Delta(\Delta+\varepsilon)]$ is of first order. The second term of $E_{\rm re}$ is a double pole at $\Delta=-\varepsilon$ with coefficient $-\varepsilon V^2$, so the energy goes to $-\infty$ on both sides. At $\Delta=0$ both terms equal $-V^2/\varepsilon$. ∎

Because $\varepsilon$ is the same for all states, the total back-correction is $-\varepsilon\sum_kt_k^2=-\varepsilon(1/\tilde w-1)$, with $\tilde w=1/(1+\sum_kt_k^2)$ the shifted reference weight. The condition $|q|<1$ is $|\Delta+\varepsilon|>\varepsilon$, that is $\Delta>0$ or $\Delta<-2\varepsilon$. In the window $-2\varepsilon<\Delta<0$ the back-correction moves the energy further from $E_2$. The shift moves the pole and does not remove it: a state with negative $\Delta$ that was harmless without a shift becomes singular when $\varepsilon$ reaches $|\Delta|$.

## Proof of (d): the imaginary shift

Since $1/(\Delta+i\varepsilon)=(\Delta-i\varepsilon)/(\Delta^2+\varepsilon^2)$, the real part gives
$$t=-\frac{V\Delta}{\Delta^2+\varepsilon^2}=-\frac{V}{\Delta+\varepsilon^2/\Delta}.$$
This is a real shift $s=\varepsilon^2/\Delta$ with the sign of $\Delta$, which pushes every denominator away from zero on its own side. Then $q=\varepsilon^2/(\Delta^2+\varepsilon^2)$, which lies between 0 and 1 for $\Delta\ne0$, and
$$1-q^2=\frac{(\Delta^2+\varepsilon^2)^2-\varepsilon^4}{(\Delta^2+\varepsilon^2)^2}=\frac{\Delta^2(\Delta^2+2\varepsilon^2)}{(\Delta^2+\varepsilon^2)^2}.$$
Multiplying by $-V^2/\Delta$ gives $E_{\rm im}$. At $\Delta=0$, $t=0$ and $J=0$, in agreement with the formula. The residual is $V^2\varepsilon^4/[\Delta(\Delta^2+\varepsilon^2)^2]\to V^2\varepsilon^4/\Delta^5$, and the uncorrected error is of order $\varepsilon^2$.

For the bound put $x=\Delta/\varepsilon$, so that $E_{\rm im}=-(V^2/\varepsilon)f(x)$ with $f=x(x^2+2)/(x^2+1)^2$. The quotient rule, after cancelling one factor $x^2+1$, gives
$$f'=\frac{(3x^2+2)(x^2+1)-4x^2(x^2+2)}{(x^2+1)^3}=\frac{2-3x^2-x^4}{(x^2+1)^3}.$$
The numerator vanishes for $y=x^2$ with $y^2+3y-2=0$, whose positive root is $y=(\sqrt{17}-3)/2$, so $x=0.74937$. As $f$ is odd and vanishes at $0$ and at infinity, this is the global maximum of $|f|$, and $c=f(0.74937)=0.78720$. ∎

The values at $\Delta=0$ found in these two proofs establish (e).

Remark 3. From $\Delta^2+\varepsilon^2\ge2|\Delta|\varepsilon$ follows $|t|\le|V|/2\varepsilon$, so in the model $\tilde w\ge1/(1+V^2/4\varepsilon^2)$. For a single state with $|V|\ll\varepsilon$ a high weight after an imaginary shift is thus guaranteed, whatever $\Delta$ is, and says nothing about the quality of $H_0$. With many states the terms $t_k^2$ add up, and the weight can be low although each coupling is weak.

Remark 4. The back-correction is $-st^2=-\varepsilon^2V^2\Delta/(\Delta^2+\varepsilon^2)^2$, finite although $s$ diverges. It differs from $-\varepsilon(1/\tilde w-1)$ except at $\Delta=0$ and $\Delta=\varepsilon$. Using that formula would add $-\varepsilon t^2$, an error of first order in $\varepsilon$, to an energy whose error was of second order.

Remark 5. The two values of $s$ are equal at $\Delta=\varepsilon$. For $0<\Delta<\varepsilon$ the imaginary shift damps more strongly and has the larger residual. The orders $\varepsilon^2$ and $\varepsilon^4$ describe only terms with $|\Delta|\gg\varepsilon$. As $\varepsilon\to\infty$ both energies vanish, and all dynamic correlation is lost.

## Lemma 4: many states

Let $A$ and $A+S$ be invertible, $S$ symmetric, $(A+S)\mathbf t=-\mathbf v$, and $J=2\mathbf v\cdot\mathbf t+\mathbf t^TA\mathbf t$. Then $J=\mathbf v\cdot\mathbf t-\mathbf t^TS\mathbf t$ and $J-E_2=\mathbf t^TSA^{-1}S\mathbf t$.

Proof. From $A\mathbf t=-\mathbf v-S\mathbf t$, $\mathbf t^TA\mathbf t=-\mathbf v\cdot\mathbf t-\mathbf t^TS\mathbf t$, which gives the first form. With $\mathbf d=\mathbf t-\mathbf t_0$ and $A\mathbf t_0=-\mathbf v$, $\mathbf d^TA\mathbf d=\mathbf t^TA\mathbf t+2\mathbf v\cdot\mathbf t-\mathbf v\cdot\mathbf t_0=J-E_2$. Subtracting the two amplitude equations gives $A\mathbf d=-S\mathbf t$, so $\mathbf d=-A^{-1}S\mathbf t$, and the second form follows. ∎

The choices $S=\varepsilon\mathbb 1$ and $S=\varepsilon^2A^{-1}$ are diagonal in the eigenbasis of $A$; the second gives $(A+S)^{-1}=\mathrm{Re}(A+i\varepsilon)^{-1}$ by the calculation in (d), eigenvalue by eigenvalue. The second-order and shifted energies of the theorem are then sums of such terms, whereas the exact energy in (a) is not. If all $\Delta_k\ge\Delta_{\min}>0$, each residual term $V_k^2q_k^2/\Delta_k$ is non-negative, and $q$ decreases with $\Delta$, so
$$0\le J-E_2\le|E_2|\,q(\Delta_{\min})^2 .$$

If the imaginary shift is built from the diagonal $D$ of $A$ alone, $S=\varepsilon^2D^{-1}$, absence of poles needs a condition. Each element obeys $|D_\mu+\varepsilon^2/D_\mu|=|D_\mu|+\varepsilon^2/|D_\mu|\ge2\varepsilon$. For a unit vector $\mathbf x$ the triangle inequality gives $\|(A+S)\mathbf x\|\ge2\varepsilon-\|A-D\|_2$. When the off-diagonal norm is below $2\varepsilon$, $\|\mathbf t\|\le\|\mathbf v\|/(2\varepsilon-\|A-D\|_2)$ and $J$ is bounded, also as some $D_\mu\to0$. If $A$ is positive definite, then $D$ and $S$ are positive, $A+S$ is positive definite, and there is no pole at any off-diagonal norm. For an indefinite $A$ a pole can occur once the norm reaches $2\varepsilon$: with diagonal elements $\varepsilon$ and off-diagonal element $2\varepsilon$ in two dimensions, all elements of $A+S$ equal $2\varepsilon$ and the matrix is singular.

## Worked example: the intruder

The chosen inputs are $V=0.01$, $\delta=0.30$ and $\varepsilon=0.20$ Eh (5.442 eV). The exact lowering is $-0.33296$ mEh, against $-V^2/\delta=-0.33333$ mEh. Energies in the table are in mEh and $w$ is the unshifted weight.

| $\Delta$/Eh | $E_2$ | $w$ | $E_{\rm re}$ | $E_{\rm im}$ |
|---|---|---|---|---|
| 0.300 | −0.3333 | 0.9989 | −0.2800 | −0.3018 |
| 0.100 | −1.0000 | 0.9901 | −0.5556 | −0.3600 |
| 0.020 | −5.0000 | 0.8000 | −0.8678 | −0.0985 |
| 0.001 | −100.0 | 0.0099 | −0.9925 | −0.0050 |
| 0.000 | pole | 0 | −1.0000 | 0 |
| −0.020 | 5.0000 | 0.8000 | −1.1728 | 0.0985 |
| −0.150 | 0.6667 | 0.9956 | −10.00 | 0.3936 |
| −0.190 | 0.5263 | 0.9972 | −210.0 | 0.3809 |

At $\Delta=0.1$ Eh the real shift has $q=0.2/0.3=0.6667$ and $t=-0.01/0.3=-0.03333$. Then $\tilde E=Vt=-0.3333$ mEh, the back-correction is $-0.2\times0.03333^2$ Eh $=-0.2222$ mEh, the sum is $-0.5556$ mEh, and the residual against $E_2=-1.0000$ mEh is $0.6667^2\times1.0000=0.4444$ mEh. The imaginary shift has $s=0.2^2/0.1=0.400$ Eh, $q=0.4/0.5=0.8000$ and $t=-0.02000$. Then $\tilde E=-0.2000$ mEh, the back-correction is $-0.4\times0.02^2$ Eh $=-0.1600$ mEh, the sum is $-0.3600$ mEh, and the residual is $0.8^2\times1.0000=0.6400$ mEh. The imaginary residual is the larger one, as Remark 5 requires for $\Delta<\varepsilon$. That $-0.3600$ lies close to the exact $-0.333$ is an accident, since $E_{\rm im}$ does not contain $\delta$.

At this same point $w=0.9901$ looks safe, yet $E_2$ is three times the exact value, $E_3=2.0$ mEh exceeds $|E_2|$, and the radius is $0.4975$, so the series diverges. At $\Delta=0.25$ Eh the radius is $4.6424$ and $E_3=0.08$ mEh; at $0.02$ Eh they are $0.0712$ and $70$ mEh. At $\Delta=\delta$, where $E_2$ is nearly exact, both shifts of $0.20$ Eh make it worse. At $\Delta=-0.19$ Eh the unshifted term is $0.5263$ mEh and the real shift turns it into $-210$ mEh. The imaginary result stays within $cV^2/\varepsilon$, which is $0.3936$ mEh to four decimals, and its weight above $0.999375$, but for $\Delta<0$ it has the wrong sign.

At $\Delta=0$ the errors against the exact energy are $-1.0000+0.3330=-0.6670$ mEh and $0+0.3330=0.3330$ mEh. In general, for $|V|\ll\delta$, they are about $V^2(1/\delta-2/\varepsilon)$ and $V^2/\delta$. Away from $\Delta=0$, $|E_{\rm im}|\le cV^2/\varepsilon$ for all $\Delta$, and $|E_{\rm re}|\le2V^2/\varepsilon$ for $\Delta\ge0$ because both of its terms shrink in magnitude as $\Delta$ grows. For one state, the imaginary shift, and the real shift for $\Delta\ge0$, are therefore adequate when $2V^2/\varepsilon+V^2/\delta$ is below the accuracy sought; for $\Delta$ near $-\varepsilon$ the real shift fails whatever these quantities are. With many low-lying states the errors add: 200 mutually uncoupled states with $V=0.002$, $\Delta=0.02$ and $\delta=0.30$ Eh give $0.053$ mEh each for this quantity, yet total errors of $-4.3$ mEh (real) and $+1.9$ mEh (imaginary) against the exact energy. The exact amplitude of the state is $E_{\rm ex}/V$, about $-V/\delta$ for weak coupling. If $|V|$ is not small compared with $\delta$, the state mixes strongly with the reference in the exact two-state wave function, and the orbitals that describe it should be considered for the active space. The useful diagnostics are the smallest $|\Delta_k|$ with its $V_k$, the course of $w$ along a curve, and the stability of the result as $\varepsilon$ varies.

## Worked example: the cost for harmless terms

With an empty active space the reference is the Hartree–Fock determinant, single excitations do not couple to it, and CASPT2 is MP2. The double excitations diagonalize $A$ with $\Delta_{ijab}=e_a+e_b-e_i-e_j$ in canonical orbital energies. Over spin orbitals, $\tfrac14\sum|\langle ij\|ab\rangle|^2/\Delta=\tfrac12\sum[\langle ij|ab\rangle^2-\langle ij|ab\rangle\langle ij|ba\rangle]/\Delta$ after relabelling $a\leftrightarrow b$ in one square. The direct term survives for four spin assignments and the exchange term for two, so with $K_{ijab}=(ia|jb)$ over spatial orbitals $E_2=-\sum K_{ijab}(2K_{ijab}-K_{ijba})/\Delta_{ijab}$. Since $\Delta$ does not depend on spin, the factors $1-q$ and $1-q^2$ multiply each term of this sum.

For planar BF$_3$ with a chosen bond length of 1.31 Å, in the 6-31G basis with all electrons correlated, $E_{\rm RHF}=-323.083827$ Eh, $E_2=-420.4101$ mEh, $\Delta_{\min}=1.6729$ Eh and $w=0.90444$. No intruder is present; $1/w-1$ is a sum over all terms, and for distant copies of a molecule it is proportional to their number, so a weight of 0.90 proves nothing by itself.

With $\varepsilon=0.2$ Eh the real shift gives $\tilde E=-400.3940$ mEh, an error of $20.02$ mEh, and $\tilde w=0.91338$. The corrected energy is $-400.394-200\,(1/0.91338-1)=-419.36$ mEh, with residual $1.050$ mEh. The bound is $420.41\times[0.2/(1.6729+0.2)]^2=4.794$ mEh. The imaginary shift gives $-419.2300$ mEh uncorrected, an error of $1.18$ mEh, and $-420.4049$ mEh corrected. Its residual is $0.0052$ mEh, under the bound $420.41\times[0.2^2/(1.6729^2+0.2^2)]^2=0.0835$ mEh. The residual is $|E_2|$ times the mean of $q_k^2$ with the non-negative weights $V_k^2/(\Delta_k|E_2|)$, and the bound replaces every $q_k$ by its largest value. For the imaginary shift the mean is $0.0052/420.41=1.24\times10^{-5}$, while every term with $\Delta_k\le2.5$ Eh has $q_k^2\ge[0.2^2/(2.5^2+0.2^2)]^2=4.04\times10^{-5}$. Such terms therefore carry at most $1.24/4.04=31\,\%$ of $E_2$; most of $E_2$ comes from gaps well above $\Delta_{\min}$, and this makes the bounds loose; summed directly, the share is about $6\,\%$. These numbers belong to the 6-31G basis and are not converged properties of BF$_3$. In cc-pVDZ, aug-cc-pVDZ and cc-pVTZ (the last with density fitting), $E_2$ is $-646$, $-692$ and $-893$ mEh, $w$ is $0.882$, $0.870$ and $0.865$, and $\Delta_{\min}$ is $1.67$, $1.43$ and $1.64$ Eh. The real residual is $1.19$, $1.39$ and $1.37$ mEh and the imaginary one $0.0052$, $0.0067$ and $0.0062$ mEh, so the comparison of the two shifts is unchanged. Doubling $\varepsilon$, from 0.01 to 0.02 Eh for the real shift and from 0.02 to 0.04 Eh for the imaginary one, multiplies the residuals by $2^{1.991}$ and $2^{3.999}$. The exponents fall slightly below 2 and 4 because $\varepsilon$ also enlarges the denominator of $q$.

The numerical check below obtains $E_2$ from finite differences of diagonalized energies on both sides of the pole, and $E_3$ and the sum of the series from the Rayleigh–Schrödinger recursion, whose high-order terms confirm the radius. It compares the closed forms, their leading orders and the double pole with the Hylleraas functional symbolically, recovers the back-corrections as third-order energies of the repartitioned problem, and locates the extremum of $E_{\rm im}$ by direct optimization. Lemma 4 is tested on an indefinite non-diagonal matrix, and the unshifted BF$_3$ energy against an independent MP2 code.

## Table of computed values

```
1 Eh = 27.2114 eV; eps = 5.442 eV
model inputs: V = 0.01 Eh, delta = 0.3 Eh, eps = 0.2 Eh
exact lowering = -0.33296 mEh; -V^2/delta = -0.33333 mEh
Delta/Eh  E2  w  real~  real  imag~  imag  (mEh, w unitless; ~ uncorrected)
 0.300   -0.3333 0.9989  -0.2000   -0.2800  -0.2308  -0.3018
 0.100   -1.0000 0.9901  -0.3333   -0.5556  -0.2000  -0.3600
 0.020   -5.0000 0.8000  -0.4545   -0.8678  -0.0495  -0.0985
 0.001 -100.0000 0.0099  -0.4975   -0.9925  -0.0025  -0.0050
 0.000      pole 0.0000  -0.5000   -1.0000   0.0000   0.0000
-0.001  100.0000 0.0099  -0.5025   -1.0076   0.0025   0.0050
-0.020    5.0000 0.8000  -0.5556   -1.1728   0.0495   0.0985
-0.150    0.6667 0.9956  -2.0000  -10.0000   0.2400   0.3936
-0.190    0.5263 0.9972 -10.0000 -210.0000   0.2497   0.3809
Delta = 0.3 Eh: radius |z*| = 15.0000, E3 = 0.0000 mEh
Delta = 0.25 Eh: radius |z*| = 4.6424, E3 = 0.0800 mEh
Delta = 0.1 Eh: radius |z*| = 0.4975, E3 = 2.0000 mEh
Delta = 0.02 Eh: radius |z*| = 0.0712, E3 = 70.0000 mEh
Delta = 0.1 Eh real: s = 0.200 Eh, q = 0.6667, t = -0.03333
  back-corr = -0.2222 mEh, residual vs E2 = 0.4444 mEh
Delta = 0.1 Eh imag: s = 0.400 Eh, q = 0.8000, t = -0.02000
  back-corr = -0.1600 mEh, residual vs E2 = 0.6400 mEh
Delta = 0 error vs exact: real -0.6670, imag 0.3330 mEh
imag extremum: Delta/eps = 0.74937, c = 0.78720, |E|max = 0.39360 mEh
imag minimum reference weight = 0.999375
BF3 r(BF) = 1.31 Angstrom, 6-31G: E(RHF) = -323.083827 Eh, E2 = -420.4101 mEh
BF3 Delta_min = 1.6729 Eh, unshifted w = 0.90444, eps = 0.2 Eh
BF3 real: uncorrected -400.3940 mEh, corrected -419.3597 mEh, w = 0.91338
BF3 real: error uncorr 20.0162 mEh, residual 1.05047 mEh
BF3 real: bound 4.7938 mEh, order (eps 0.01, 0.02 Eh) = 1.991
BF3 imag: uncorrected -419.2300 mEh, corrected -420.4049 mEh, w = 0.90504
BF3 imag: error uncorr 1.1801 mEh, residual 0.00520 mEh
BF3 imag: bound 0.0835 mEh, order (eps 0.02, 0.04 Eh) = 3.999
```
